Thickness-Independent Emissivity at the Brewster Angle of a Growing Transparent Film

A transparent film of refractive index n1 > 1 grows from a gas of index 1 on a hot, opaque wafer. If a pyrometer accepts only p-polarised light leaving the wafer at the angle θB from the normal, where

tan θB = n1,

then the spectral emissivity that it sees does not depend on the film thickness d. It equals the emissivity of the bare wafer at the same angle and polarisation:

ε_p(θB) = 1 − |r12|² = 1 − |r02|².

Here r12 is the amplitude reflection coefficient of the film–substrate face and r02 that of the bare substrate in the gas. The substrate's own emissivity is not removed: it must still be known, and it may change with temperature.

The film is assumed smooth, isotropic, uniform and nonabsorbing. The substrate is smooth, isotropic and absorbing, with complex index n2, and thick enough that no light passes through it. Film and substrate share the temperature T, and the detected band is narrow.

The first step turns emission into reflection. Put the wafer in a closed cavity at its own temperature, and let B be the equilibrium radiance in one polarisation. The radiance leaving the surface in a given direction has two parts: the emitted part εB, and the part RB reflected from the mirror direction. A smooth isotropic surface neither scatters light into other directions nor mixes s and p. Equilibrium requires the sum to be B, so

εB + RB = B, hence ε = 1 − R.

Outside the cavity the wafer emits the same radiance as long as its matter keeps the local temperature T. This relation can be checked without the cavity argument, by adding the radiation of the fluctuating thermal currents in the substrate. For n1 = 2, thicknesses of 0, 90 and 310 nm, angles of 30° and θB, both polarisations, and substrate indices 3.8 + 0.02i and 3 + 4i, the sum differs from 1 − R by at most about 10⁻¹⁰.

It remains to find R. Let z point into the wafer, with gas at z < 0, film at 0 < z < d and substrate at z > d. Fields vary in time as exp(−iωt), so an absorbing medium has an index with positive imaginary part. With k0 = 2π/λ and S = sin θ, where θ is measured in the gas, every field varies along the surface as exp(ik0Sx). The normal wave number in medium j, in units of k0, is

kz_j = √(n_j² − S²).

For p polarisation let U be the magnetic field, which points along y. Maxwell's equation for the curl of the magnetic field gives the tangential electric field as (∂U/∂z)/(iωε₀n_j²), where ε₀ is the vacuum permittivity. For a wave exp(ik0 kz_j z) this is proportional to q_j U, with

q_j = kz_j/n_j² (p).

For s polarisation let U be the electric field along y. The tangential magnetic field is then proportional to kz_j U, so that q_j = kz_j. In both cases U and its partner are continuous at a face, and the partner changes sign for a wave travelling the other way.

At a single face between media i and j, with incident amplitude 1 and transmitted amplitude t, continuity reads

1 + r_ij = t, q_i(1 − r_ij) = q_j t.

Eliminating t gives

r_ij = (q_i − q_j)/(q_i + q_j).

In the film, let A be the amplitude at z = 0 of the wave going into the wafer and wA that of the wave coming back. Reflection at z = d and the double passage through the film give

w = r12 exp(iφ), φ = 2k0 d kz1.

Continuity at z = 0 gives 1 + r = A(1 + w) and q0(1 − r) = q1A(1 − w). Divide the second by the first, and use q1/q0 = (1 − r01)/(1 + r01), which follows from the definition of r01:

(1 − r)/(1 + r) = (1 − r01)(1 − w)/[(1 + r01)(1 + w)].

If (1 − r)/(1 + r) = N/D, then r = (D − N)/(D + N). Here D − N = 2(r01 + w) and D + N = 2(1 + r01w), so

r = (r01 + r12 exp(iφ))/(1 + r01 r12 exp(iφ)).

The thickness enters through φ alone. Since kz1 = n1 cos θ1, with θ1 the angle inside the film, φ advances by 2π when d grows by λ/(2n1 cos θ1).

For p polarisation, r01 vanishes when q0 = q1, that is, when cos θ = √(n1² − S²)/n1². Both sides are positive, so squaring adds no false root:

n1⁴(1 − S²) = n1² − S²,
S² = (n1⁴ − n1²)/(n1⁴ − 1) = n1²/(n1² + 1).

Then cos²θ = 1/(n1² + 1) and tan θ = n1, which is the Brewster condition. With r01 = 0,

r = r12 exp(iφ), R = |r12|².

For real n1 the angle φ is real, and the exponential has modulus one. Growth changes the phase of the reflected wave and leaves its power alone. Moreover, q1 = q0 turns r12 = (q1 − q2)/(q1 + q2) into (q0 − q2)/(q0 + q2) = r02. The emissivity therefore starts at the bare-wafer value and stays there.

In terms of emission, light from the substrate reaches the upper face of the film at the angle θ1. Its internal reflection coefficient there is −r01 = 0, so it leaves in a single pass. No second beam is sent around the film to interfere with the first.

To see whether another angle would serve, write a = r01, which is real, b = |r12|, and ψ = φ + arg r12. Taking the squared modulus of r gives

R = (a² + b² + 2ab cos ψ)/(1 + a²b² + 2ab cos ψ).

Let u = 2ab cos ψ. Differentiation gives

dR/du = (1 − a²)(1 − b²)/(1 + a²b² + u)²,

because 1 + a²b² − a² − b² = (1 − a²)(1 − b²). Below 90° both q0 and q1 are positive, so |a| < 1. For b, subtracting squared moduli gives

1 − b² = 4q1 Re q2/|q1 + q2|².

An absorbing substrate has Im n2² > 0. The wave decaying into it has Im kz2 > 0, and Im kz2² = 2 Re kz2 Im kz2 = Im n2² then makes Re kz2 positive. For s this is Re q2. For p, inserting n2² = kz2² + S² gives

Re q2 = Re kz2 (|kz2|² + S²)/|n2|⁴,

which is also positive. Hence b < 1, and R varies with thickness unless ab = 0.

Could b vanish instead of a? For s, q1 = q2 requires n2² = n1², which is real. For p, squaring kz2 = q1n2² gives a quadratic for n2²:

q1²(n2²)² − n2² + S² = 0.

One root is n1². The product of the roots is S²/q1², so the other is S²n1²/kz1² = n1² tan²θ1. Both are real, and neither describes an absorbing substrate. Thus b ≠ 0, and the interference disappears only where a = 0. For p that is θB alone; for s, q0 = q1 would require n1 = 1. Within this model, no other angle below 90° works in either polarisation.

The size of the interference elsewhere follows from the extremes cos ψ = ±1. With P = 1 + a²b², Q = a² + b² and m = 2|a|b,

(Q + m)/(P + m) − (Q − m)/(P − m) = 2m(P − Q)/(P² − m²).

Since P² − m² = (1 − a²b²)², the peak-to-peak emissivity over a full period is

Δε = 4|a|b(1 − a²)(1 − b²)/(1 − a²b²)².

Close to θB this becomes Δε ≈ 4|a|b(1 − b²), linear in the remaining reflection of the gas–film face.

For an example, take round parameters in the rough regime of near-infrared pyrometry during dielectric deposition on a hot semiconductor wafer: λ = 950 nm, T = 1100 K, n1 = 2.0, n2 = 3.8 + 0.02i, and growth to 1000 nm. The Brewster angle is 63.4°, and the angle in the film is 26.6°. There b² = 0.0742, so the p emissivity is 1 − 0.0742 = 0.9258 at every thickness. A scan of p emission in steps of 0.05° finds the least variation at 63.45°, the grid point nearest to θB.

At normal incidence |r01| = 0.3333 and |r12| = 0.3104. The emissivity starts at 0.6597 for the bare wafer and rises to 0.9993. This maximum is close to one because the two reflections are nearly equal in size and almost cancel when they have opposite phases. The period is 950/(2 × 2.0) = 237.5 nm.

To express this as a temperature error, use Planck's law in the Wien limit, where the radiance is proportional to exp(−c2/(λT)) and c2 = hc/k_B. Here c2/λ = 15145 K, so the exponent is about −13.8 and the limit is accurate. A pyrometer set to emissivity ε_set reports the temperature Ta for which

ε exp(−c2/(λT)) = ε_set exp(−c2/(λTa)).

Taking logarithms gives

1/Ta = 1/T − (λ/c2) ln(ε/ε_set).

For small errors, Ta − T ≈ (λT²/c2) ln(ε/ε_set), with λT²/c2 = 79.9 K. Let each pyrometer be set to its own bare-wafer emissivity and kept there. At d = 100 nm the normal view has ε = 0.9701, and ln(0.9701/0.6597) = 0.386. The full formula then gives

1/Ta = 1/1100 − 0.386/15145 = 8.836 × 10⁻⁴ K⁻¹,

or Ta = 1131.7 K. Over the whole growth the normal reading varies by 34.2 K although the wafer stays at 1100 K. The ideal Brewster reading stays at 1100 K.

A real instrument misses the condition slightly. Since q0 = q1 at θB, a small change gives dr01 = ½(d ln q0 − d ln q1). When the angle changes, d ln q0/dθ = −tan θB = −n1. Also

d ln q1/dθ = −S cos θB/(n1² − S²) = −1/n1³,

because S cos θB = n1/(n1² + 1) and n1² − S² = n1⁴/(n1² + 1). Therefore

∂r01/∂θ = −(n1⁴ − 1)/(2n1³).

When the film index changes at fixed angle, q0 is unchanged and

d ln q1/dn1 = n1/(n1² − S²) − 2/n1 = (1 − n1²)/n1³,
∂r01/∂n1 = (n1² − 1)/(2n1³).

For n1 = 2 the slopes are −0.9375 per radian and 0.1875. Dividing Δε by ε = 1 − b² gives a simple estimate of the peak-to-peak reading:

ΔT ≈ (λT²/c2) 4|a|b.

An aiming error or wafer tilt of 1°, which is 0.01745 rad, leaves |a| = 0.0164. The estimate is 79.9 × 4 × 0.0164 × 0.2724 = 1.4 K, and the full calculation gives 1.45 K. A film index higher by 0.05 at the same viewing angle leaves |a| = 0.0094; the estimate is 0.8 K and the full result 0.79 K. Both errors act on a and can add: a viewing angle 1° too small together with this higher index gives 2.15 K.

A finite acceptance cone is gentler than a tilt of comparable size. To first order the interference term is proportional to a, which changes sign at θB, so opposite sides of a centred cone cancel. The cancellation is not complete, because φ also varies across the cone, in proportion to d, so the residual grows with thickness. A cone of half-angle 2°, including the rotation of the p direction across it (a negligible part), leaves 0.08 K for growth to 1000 nm, 0.35 K to 5 μm and about 1 K to 30 μm, against about 3 K for a tilt of 2°. A polariser that admits 1% of s light does worse. The s emissivity at this angle runs from 0.3854 to 0.8982, so the leak contributes 0.01 × 0.513 = 0.0051 to the emissivity variation, or 0.44 K.

Absorption in the film breaks the result in another way. Let the film index be n1 + iκ1 with small κ1. Expanding kz1 gives Im kz1 ≈ n1κ1/(n1 cos θ1) = κ1/cos θ1, and the double passage reduces the reflected power to

R ≈ b² exp(−4k0κ1d/cos θ1).

The emissivity now includes the film's own emission, and it drifts upward instead of oscillating about a fixed level. For κ1 = 10⁻³ and d = 1000 nm the exponent is −0.030, so R falls by about 0.0022 and the reading rises by 0.19 K. The full peak-to-peak value is 0.20 K, including a small ripple from the imaginary part of r01. In the limit of a thick absorbing film, the substrate no longer matters and R tends to |r01|², which is nearly zero here.

The substrate need not be a single material. Suppose that fixed smooth layers lie between it and the growing film. At the top of this stack, matching the fields gives one ratio Y of the second continuous field to U, in the units used for q. Seen from medium i, the stack reflects with amplitude (q_i − Y)/(q_i + Y). Replacing r12 by (q1 − Y)/(q1 + Y) leaves the argument intact, and q0 = q1 again makes this equal to the reflection of the stack before growth. With a buried 30 nm layer of index 1.45, the example's p emissivity is 0.9187 throughout growth. A pyrometer still set to 0.9258 would read about 0.6 K low, but steadily so. The viewing angle belongs to the film that is growing: a later film of different index needs a different angle. The proof that no other angle works does not carry over to a stack, because Y can equal q1 and make b vanish. In the example, a buried layer of index about 2.76 and thickness about 86 nm nearly removes the interference at normal incidence.

In a real reactor the surface may also be rough, and the wafer may reflect stray light into the pyrometer. As a simple model of fine roughness, a 5 nm surface layer whose squared index is midway between gas and film gives a variation of 0.58 K. Other isotropic mixing rules for the index of this layer change the figure by roughly a tenth. A layer of columns or grooves is anisotropic and can do worse: squared indices of 2.0 along the surface in the plane of incidence and 2.5 normal to the surface give 0.90 K, and 1.6 and 2.5 give 1.16 K. Such a layer does not describe scattering, or the separate islands with which a film may begin. Reflected lamp light can matter more. If a lamp that radiates as a black body at 2500 K fills a fraction 10⁻⁴ of the mirrored field of view, the reading rises by 1.42 K, and the error grows in proportion to that fraction while it is small. This fraction is chosen to show the scale, not measured. Because R is constant at θB for p light, the offset does not vary with thickness if the lamp output is steady and no s light is admitted. Deposits on the viewing window would also change the signal and are not included.

The remaining changes stay below 0.3 K at the sizes chosen here. Raising the real part of the substrate index by 0.05 shifts the reading by −0.27 K, without adding any thickness dependence. With a thermal conductivity of 1 W/(m K) and a black-body heat flux through 1000 nm of film, the temperature drop is 0.08 K, which supports the use of a common temperature. The substrate absorbs over a depth of 3.8 μm, and a 0.7 mm wafer has an optical depth of 185, so it is opaque in this model. A wafer that becomes transparent at the chosen wavelength, as a semiconductor can on cooling if its band gap rises above the photon energy, would also pass light from behind, and ε = 1 − R would no longer hold.

The numerical output below lists the main computed values, with the emissivities and readings at six thicknesses up to 250 nm. For this example, Brewster viewing replaces a 34 K interference swing by residual variations of about 1.5 K or less for each imperfection sized separately, provided that reflected lamp light is kept out and the substrate emissivity is known.

Table of computed values

```
wavelength = 950 nm; true temperature = 1100 K
film index = 2.00; substrate index = 3.80+0.02j
largest film thickness = 1000 nm
Brewster angle = 63.435 deg
angle inside film = 26.565 deg
angle of least p ripple in scan = 63.45 deg (step 0.05)
thickness period, normal view = 237.5 nm
thickness period, Brewster = 265.5 nm
normal view |r01| = 0.3333
normal view |r12| = 0.3104
Brewster p |r12| = 0.2724; squared = 0.0742
bare emissivity: normal = 0.6597; Brewster p = 0.9258
normal emissivity range = 0.6597 to 0.9993
Brewster s range = 0.3854 to 0.8982
Brewster p peak-to-peak emissivity = 3e-16
with 30 nm buried layer (index 1.45): p emissivity = 0.9187
largest current-sum minus (1-R) = 1e-10
c2/wavelength = 15145.0 K
T^2 wavelength/c2 = 79.89 K per unit log
thickness nm | eps normal | eps Brewster p | T normal K | T Brewster K
   0 | 0.6597 | 0.9258 | 1100.00 | 1100.00
  50 | 0.7578 | 0.9258 | 1111.19 | 1100.00
 100 | 0.9701 | 0.9258 | 1131.70 | 1100.00
 150 | 0.9215 | 0.9258 | 1127.36 | 1100.00
 200 | 0.7139 | 0.9258 | 1106.34 | 1100.00
 250 | 0.6661 | 0.9258 | 1100.77 | 1100.00
normal-view peak-to-peak reading = 34.21 K
dr01/dtheta at Brewster = -0.9375 per rad
dr01/dn1 at Brewster = 0.1875
Neglected effects in Brewster view (peak-to-peak over thickness):
aim error or tilt 1 deg: 1.45 K
film index higher by 0.05: 0.79 K
cone of half-angle 2 deg: 0.076 K
1 % s-polarised leakage: 0.44 K
5 nm half-dense rough layer: 0.58 K
film kappa = 1e-03: 0.20 K
Constant offsets and other sizes:
substrate index up 0.05: -0.27 K
reflected lamp, 2500 K, fraction 1e-04: +1.42 K
drop across film (1 W/m/K, black-body flux): 0.083 K
substrate absorption depth = 3.78 um
optical depth of 0.7 mm wafer = 185
```
